# Thin-Film Oxide Growth Limited by Electron Tunnelling, part 1

(Sections cited here and not found follow in the second part.)

## First half: electrons and ions crossing the film

A metal is covered by a uniform oxide film of thickness $X$. The metal–oxide face is at $x=0$, and the outer face, which carries adsorbed oxygen, is at $x=X$. The film thickens when cations of charge $+ze$ move outward and meet oxygen. Electrons must also move outward, and they do so by tunnelling from the metal into empty states of the adsorbed oxygen. The task is to find how $X$ depends on time $t$ when this tunnelling limits the rate.

The following conventions and assumptions hold throughout.

- $U$ is the electric potential of the outer face minus that of the inner face. The field is taken as uniform. This assumes that the charge of the mobile cations is compensated locally by other charge in the film; at the densities of the example, uncompensated cations would make the field far from uniform. With the ions in equilibrium and a relative permittivity between 5 and 25, the tunnelling exponent would then still be nearly linear in $X$, but the length $L$ of part (d) would be 1 to 2% larger.
- $\phi_0$ is the height of the barrier above the metal Fermi level at $x=0$. The attraction of an electron to its image charge in the metal, which would lower the barrier near that face, is neglected. The electron mass is the free mass $m$ everywhere.
- The oxygen layer has empty electron states at the metal Fermi energy.
- $n_0$ and $n_L$ are the densities of mobile cations just inside the inner and outer faces. Fast interface reactions hold them fixed, with $n_0>n_L$.
- $D$ is the cation diffusion coefficient, and $\Omega$ is the oxide volume per cation.
- All fluxes $J$ are numbers of particles per area and time, positive outward. The symbol $e$ is the elementary charge; exponentials are written $\exp$.

The numerical example uses round model parameters that describe no particular material: $\phi_0=1.50$ eV, temperature $T=300$ K, $z=2$, $\Omega=0.020$ nm³, $n_0=1.00$ nm⁻³ and $n_L=0.01$ nm⁻³. The thermal energy is $kT=0.02585$ eV.

### (a) Decay of the transmission

*An electron at the Fermi level meets the tilted barrier. Find the dependence of its transmission probability on $X$ when $U$ is held fixed.*

**Solution.** An electron has potential energy $-e$ times the electric potential. A positive $U$ therefore lowers the barrier towards the outer face:

$$\phi(x)=\phi_0-eU\frac{x}{X}.$$

Take $\phi(x)>0$ throughout the film. For motion along $x$ the Schrödinger equation inside the film is

$$\psi''=\kappa^2(x)\,\psi,\qquad \kappa(x)=\frac{\sqrt{2m\phi(x)}}{\hbar}.$$

Write $\psi=\exp(-S)$. Then $\psi'=-S'\psi$ and $\psi''=(S'^2-S'')\psi$, so that

$$S'^2-S''=\kappa^2 .$$

If $\kappa$ varies slowly, $S''$ is small and $S'\approx\kappa$ for the decaying wave. To improve on this, put $S'=\kappa+s$ with $s$ small. To first order $S'^2\approx\kappa^2+2\kappa s$ and $S''\approx\kappa'$, which gives $s=\kappa'/(2\kappa)$. Integrating $S'$ produces $\int\kappa\,dx+\tfrac12\ln\kappa$, and hence

$$\psi\propto\frac{1}{\sqrt{\kappa(x)}}\exp\left(-\int_0^x\kappa\,dx'\right).$$

The growing wave has the opposite sign in the exponent. The approximation requires $|\kappa'|\ll\kappa^2$. Since $\kappa\propto\sqrt\phi$, we have $\kappa'/\kappa=\phi'/(2\phi)=-eU/(2\phi X)$, and the condition becomes

$$\frac{e|U|}{2\phi\,\kappa X}\ll1 .$$

A thick film with a modest potential drop satisfies it.

Next the waves are matched at the two faces. Let $k$ and $k'$ be the wave numbers in the metal and beyond the film, let $\kappa_0=\kappa(0)$ and $\kappa_1=\kappa(X)$, and let $K=\int_0^X\kappa\,dx$. In the metal the wave is $\exp(ikx)+r\exp(-ikx)$. At $x=0$ the film holds a decaying wave of amplitude $A$ and slope $-\kappa_0A$, to leading order. Continuity of $\psi$ and $\psi'$ gives

$$1+r=A,\qquad ik(1-r)=-\kappa_0A .$$

Substituting $r=A-1$ in the second equation gives $2ik=(ik-\kappa_0)A$, so

$$|A|^2=\frac{4k^2}{k^2+\kappa_0^2}.$$

The decaying wave reaches the outer face with amplitude $B=A\sqrt{\kappa_0/\kappa_1}\,\exp(-K)$. There it meets a growing wave of amplitude $C$, produced by reflection, and an outgoing wave of amplitude $q$:

$$B+C=q,\qquad -\kappa_1B+\kappa_1C=ik'q .$$

Multiplying the first equation by $\kappa_1$ and subtracting the second eliminates $C$ and leaves $2\kappa_1B=(\kappa_1-ik')q$. Hence

$$|q|^2=\frac{4\kappa_1^2|B|^2}{\kappa_1^2+k'^2}.$$

At the inner face the reflected wave is smaller than $A$ by a factor of order $\exp(-2K)$, which justifies its omission there. The transmission probability is the ratio of outgoing to incident flux, $(k'/k)|q|^2$. Inserting $|B|^2$ and $|A|^2$ gives

$$P=\frac{16\,k\,k'\,\kappa_0\,\kappa_1}{(k^2+\kappa_0^2)(k'^2+\kappa_1^2)}\exp(-2K).$$

At fixed $U$ the barrier heights at the two faces do not depend on $X$, and neither does the fraction in front. The exponent follows from the substitution $x=Xs$:

$$2K=2X\bar\kappa,\qquad \bar\kappa=\frac{\sqrt{2m}}{\hbar}\int_0^1\sqrt{\phi_0-eUs}\;ds .$$

The integral contains no $X$. At fixed $U$ the transmission therefore decays as $\exp(-2\bar\kappa X)$, to leading order in slow barrier variation and for a thick barrier.

To evaluate $\bar\kappa$, let $p=\phi_0-eUs$, so that $ds=-dp/(eU)$, and let $a=\sqrt{\phi_0}$ and $b=\sqrt{\phi_0-eU}$. With $eU=a^2-b^2$,

$$\int_0^1\sqrt{\phi_0-eUs}\;ds=\frac{2}{3}\,\frac{a^3-b^3}{a^2-b^2}=\frac{2}{3}\,\frac{a^2+ab+b^2}{a+b}.$$

The last step cancels the common factor $a-b$. For small $U$ the integrand may be expanded, and its average is $\sqrt{\phi_0}\,[1-eU/(4\phi_0)]$.

The condition of fixed $U$ matters. If the field were fixed instead, $U$ would grow with $X$, $\bar\kappa$ would change during growth, and the exponent would not be linear in $X$.

This decay was tested against direct integration of the Schrödinger equation, with a kinetic energy of 5.0 eV outside the film. The decay constant between 2.5 and 3.5 nm is 12.549 nm⁻¹ at $U=0$, equal to $2\bar\kappa$ at that precision. At $U=0.5$ V it is 11.4372 nm⁻¹, while $2\bar\kappa=11.4365$ nm⁻¹.

### (b) The flux of cations

*Find the steady cation flux at a given $U$, and the value of $U$ at which it vanishes.*

**Solution.** The field is $-U/X$, so the force on a cation is $-zeU/X$. A positive $U$ drives cations back towards the metal. By the Einstein relation the drift velocity is $D/kT$ times the force. This linear law requires that the energy a cation gains from the field in one jump between neighbouring sites be small compared with $kT$. With

$$w=\frac{zeU}{kT},$$

the flux from diffusion and drift is

$$J_i=-D\frac{dn}{dx}-\frac{Dw}{X}\,n .$$

In a steady state $J_i$ is the same at every $x$. The film is growing, so this needs a justification. The stock of mobile ions in the film is of order $n_0X$. Maintaining it while the film thickens takes a flux of order $n_0\,dX/dt=n_0\Omega J_i$, which is a fraction $\Omega n_0=0.02$ of $J_i$ here. The steady flux is therefore a good approximation for dilute mobile ions.

Multiply the flux equation by $\exp(wx/X)/D$ and collect the two terms in $n$ as one derivative:

$$\frac{d}{dx}\left[n\exp\left(\frac{wx}{X}\right)\right]=-\frac{J_i}{D}\exp\left(\frac{wx}{X}\right).$$

Integration from $0$ to $X$ gives

$$n_L\exp(w)-n_0=-\frac{J_i}{D}\,\frac{X}{w}\,[\exp(w)-1],$$

and therefore

$$J_i=\frac{D}{X}\,w\,\frac{n_0-n_L\exp(w)}{\exp(w)-1}.$$

As $w\to0$ the ratio $w/[\exp(w)-1]$ tends to 1, and Fick's result $D(n_0-n_L)/X$ returns. For large negative $w$ the exponentials vanish and $J_i\approx D|w|n_0/X$, which is pure drift. The flux is zero when $\exp(w)=n_0/n_L$, at the potential

$$U_{\rm eq}=\frac{kT}{ze}\ln\frac{n_0}{n_L}.$$

At this potential the back-drift balances diffusion at every point. It does not depend on $X$.

The flux also falls steadily as $U$ rises. To see this, write it as

$$J_i=\frac{D}{X}\left[\frac{n_0}{\int_0^1\exp(ws)\,ds}-\frac{n_L}{\int_0^1\exp(-ws)\,ds}\right].$$

Carrying out the integrals recovers the earlier formula. As $w$ increases, the first denominator grows and the second shrinks, so both changes reduce $J_i$.

### (c) Which process sets the potential

*Combine the electron and ion fluxes. Show when tunnelling limits growth, and find $U$ in that case.*

**Solution.** A net current would charge the faces and change $U$ until the current stopped. This adjustment is taken to be fast compared with growth, so each cation is accompanied by $z$ electrons:

$$J_e=zJ_i .$$

The forward electron flux is modelled as $G\exp(-2\bar\kappa X)$, with a constant $G$ that contains the supply of electrons, the interface factors and the capture by oxygen. Part (f) examines how this prefactor depends on $X$; its dependence on $U$ is neglected. This neglect is poorest when the Fermi levels on the two sides nearly coincide, because empty final states are then available only within about $kT$ of the Fermi level, and the forward flux is several times smaller.

The return flux follows from the occupations. Let $f_1$ and $f_2$ be the Fermi occupations in the metal and in the oxygen layer, with electrochemical potentials $\mu_1$ and $\mu_2$. At each energy the forward flux is proportional to $f_1(1-f_2)$, and the return flux to $f_2(1-f_1)$ with the same factor. Since $f/(1-f)=\exp[(\mu-E)/kT]$, their ratio is

$$\frac{f_2(1-f_1)}{f_1(1-f_2)}=\exp\left(-\frac{\mu_1-\mu_2}{kT}\right).$$

The energy $E$ has cancelled, so the same ratio holds for the total fluxes. Let $eV_M$ be the value of $\mu_1-\mu_2$ at $U=0$. A potential $U$ lowers the outer levels by $eU$, and therefore $\mu_1-\mu_2=e(V_M+U)$. The net electron flux is

$$J_e=G\exp(-2\bar\kappa X)\left[1-\exp\left(-\frac{e(V_M+U)}{kT}\right)\right].$$

This flux rises with $U$, because the barrier is lowered and the return flux is weakened. It vanishes at $U=-V_M$, while $J_i$ falls with $U$ and vanishes at $U_{\rm eq}$. For $U_{\rm eq}>-V_M$ the two curves therefore cross once, between these values. The slower process takes most of the available driving force, and the potential moves towards the point where the faster process is near equilibrium.

Suppose that ions are the faster species. Put $w=\ln(n_0/n_L)-\delta$ with $\delta\ll1$. Then $n_0-n_L\exp(w)=n_0[1-\exp(-\delta)]\approx n_0\delta$. For $n_0\gg n_L$ the denominator $\exp(w)-1$ is close to $n_0/n_L$, and

$$J_i\approx\frac{Dn_L\ln(n_0/n_L)}{X}\,\delta .$$

The factor multiplying $\delta$ may be called the ionic capacity. Tunnelling limits growth when the required ion flux is small compared with it:

$$\frac{J_e}{z}\ll\frac{Dn_L\ln(n_0/n_L)}{X}.$$

Then $\delta\ll1$ and $U\approx U_{\rm eq}$, independent of $X$. The fixed potential drop needed in part (a) is thus a consequence of electron limitation in this model, given fixed boundary densities.

The opposite limit requires more than the failure of this condition: near $U=-V_M$ the forward electron flux must be much larger than $z$ times the ion flux. Then $U$ approaches $-V_M$, and the ion flux sets the rate. Between the two limits $U$ takes an intermediate value that changes with $X$. The ratio of tunnelling flux to ionic capacity varies as $X\exp(-2\bar\kappa X)$ at fixed $U$, which decreases once $2\bar\kappa X>1$. As long as tunnelling supplies the electrons, thickening therefore carries a film towards electron limitation.

Both limits were tested with slow ions, $D=10^{-6}$ nm²/s, with $V_M=1.00$ V and $G=10^{13}$ nm⁻² s⁻¹. At 2.5 nm the balance gives $U=-0.9992$ V, close to $-V_M$. At 4.5 nm it gives $U=0.0595$ V, which is $U_{\rm eq}$ at this precision. Between 2.5 and 2.6 nm the growth rate falls by a factor 0.9591, close to the ratio $2.5/2.6=0.9615$ expected from $J_i\propto1/X$ at fixed $U$. With linear drift, the ion-limited film thus shows no exponential slowing over this interval. The last digits depend on the constant $G$: a free-electron supply with Fermi occupations on both sides gives about $-0.998$ V and a ratio of about 0.954. The ion-limited range is narrow, and $U$ has risen to about $-0.88$ V at 2.8 nm.

This thin-film test illustrates the equations and does not describe a real film. With 1 V across 2.5 nm, a doubly charged ion gains 0.2 eV in a jump of 0.25 nm, which is about eight times $kT$. The linear drift law of part (b) then fails. For thermally activated jumps the drift velocity grows faster than linearly with the field, so at fixed $U$ the ion flux falls more steeply than $1/X$. Near $U_{\rm eq}$ the field is much weaker, and the linear law is adequate for the example.

## Second half: the growth law and its range

The second half uses these symbols and results. $X$ is the oxide thickness, $U$ the outer minus the inner potential, $\phi_0$ the barrier at the metal side, $z$ the cation charge number and $\Omega$ the oxide volume per cation. When tunnelling limits growth, $U$ stays near $U_{\rm eq}=(kT/ze)\ln(n_0/n_L)$, where $n_0$ and $n_L$ are the mobile-cation densities at the inner and outer faces. The forward electron flux is then $G\exp(-2\bar\kappa X)$, where $\bar\kappa$ is the decay constant averaged over the barrier. The condition is that $J_e/z$ be much smaller than the ionic capacity $Dn_L\ln(n_0/n_L)/X$. Charge balance requires $J_e=zJ_i$.

### (d) Thickness as a function of time

*The film has thickness $X_0$ at $t=0$, and tunnelling limits growth from then on. Find $X(t)$ and its behaviour at short and long times.*

When tunnelling limits growth, the potential stays near $U_{\rm eq}$, and the electron flux therefore falls as $\exp(-2\bar\kappa X)$ with a fixed $\bar\kappa$. It remains to derive $X(t)$ from this flux, evaluate it for the example, and examine the flux prefactor and the limits of the growth law.

Numerical values quoted here were computed with a short program.
